\section*{Capture number of a circular island under uniform deposition, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the diffusion problem to the capture number}

\subsection{A strip that can be solved at sight}

Let adatoms land at a uniform rate $F$ per unit area on a strip $0<x<w$. They diffuse with coefficient $D$, stick on reaching the step at $x=0$, and have no net flux through the line $x=w$. In the steady state the density $n(x)$ obeys
\begin{equation}
D\,n''(x)+F=0,\qquad n(0)=0,\qquad n'(w)=0 .
\end{equation}
One integration from the line of zero flux gives $n'(x)=F(w-x)/D$. This is a balance: the atoms crossing the line $x$ towards the step are those that landed beyond it. A second integration, from the step, gives
\begin{equation}
n(x)=\frac{F}{D}\left(wx-\frac{x^2}{2}\right).
\end{equation}
The mean density is
\begin{equation}
\frac1w\int_0^w n\,dx=\frac{F}{Dw}\left(\frac{w^3}{2}-\frac{w^3}{6}\right)=\frac{Fw^2}{3D}.
\label{eq:strip}
\end{equation}
Per unit length of step, $Fw$ atoms are captured per unit time. Conservation fixes this number, whatever $D$ may be. Diffusion decides how many adatoms must be present to carry the current: slow diffusion requires a high density. A capture number expresses this relation between current and density. For a round island the same two integrations apply, but the circumference grows with $r$, and this produces a logarithm.

\subsection{Model and conventions}

A flat island of radius $R$ lies at the centre of a circular cell of radius $L$, with $0<R<L$. The covered-area fraction is
\begin{equation}
\theta=\frac{R^2}{L^2},\qquad 0<\theta<1 .
\end{equation}
The assumptions are as follows.

\begin{itemize}
\item[(A1)] Adatoms land uniformly at rate $F$ per unit area and diffuse isotropically with constant $D$. They do not interact with one another, desorb or form new islands.
\item[(A2)] An adatom reaching the island edge sticks at once and for good. The density therefore vanishes there: $n(R)=0$.
\item[(A3)] No net flux passes through the cell boundary: $n'(L)=0$.
\item[(A4)] The island grows so slowly that the density is at each moment the steady one for the current $R$.
\end{itemize}

Assumption (A3) comes from symmetry. In a regular array of identical islands, the line midway between neighbours is a mirror line, so as many adatoms cross it one way as the other. The cells of such an array are polygons. The model replaces each polygon by a circle of equal area, so that $\pi L^2$ is the surface area per island.

A cell may contain far less than one adatom on average. The function $n(\mathbf r)$ is then an average over time or over many equal cells, not a snapshot. For non-interacting adatoms this average obeys the linear diffusion equation even when the mean number is small.

Let $J$ be the number of adatoms per unit time that reach the island edge by diffusion from the surrounding terrace. Atoms that land on top of the island are not part of $J$. Let $\bar n$ be the mean adatom density over the whole cell, the covered part counting as zero:
\begin{equation}
\bar n=\frac{1}{\pi L^2}\int_R^L n(r)\,2\pi r\,dr .
\label{eq:nbar}
\end{equation}
The capture number $\sigma$ is defined by
\begin{equation}
J=\sigma D\bar n .
\label{eq:defsigma}
\end{equation}
In two dimensions $D$ has the unit area per time and $\bar n$ the unit one per area, so $\sigma$ is a pure number. With one island per area $\pi L^2$, the balance of adatoms per unit area of surface reads
\begin{equation}
\frac{d\bar n}{dt}=F(1-\theta)-\frac{\sigma D\bar n}{\pi L^2}.
\label{eq:rate}
\end{equation}
The first term counts atoms landing on the free terrace and the second counts those captured. This is the place of $\sigma$ in a rate equation. The steady state makes the right-hand side vanish.

\subsection{The theorem}

\paragraph{Theorem.} Under (A1)--(A4), the capture number defined by \eqref{eq:nbar} and \eqref{eq:defsigma} is
\begin{equation}
\sigma(\theta)=\frac{4\pi(1-\theta)}{g(\theta)},\qquad
g(\theta)=\ln\frac1\theta-\frac{(3-\theta)(1-\theta)}{2}.
\label{eq:main}
\end{equation}
It is positive and increases with $\theta$ throughout $0<\theta<1$. It depends on neither $F$ nor $D$, and on $R$ and $L$ through their ratio alone.

The proof needs the density profile, its mean, and the sign of $g$. Each is given in a lemma.

\subsection{The density profile}

\paragraph{Lemma 1.} The steady density is unique, and it is
\begin{equation}
n(r)=\frac{F}{4D}\left[R^2-r^2+2L^2\ln\frac rR\right],\qquad R\le r\le L .
\label{eq:profile}
\end{equation}

\paragraph{Proof.} Uniqueness comes first, because it justifies looking for a solution that depends on $r$ alone. Let $u$ be the difference of two solutions of $D\nabla^2 n+F=0$ with the same boundary conditions. The source cancels, so $\nabla^2u=0$, with $u=0$ at the island edge and zero normal derivative at the cell boundary. The product rule gives
\begin{equation}
\nabla\cdot(u\nabla u)=|\nabla u|^2+u\nabla^2u=|\nabla u|^2 .
\end{equation}
Integrate this over the annulus. By the divergence theorem, the left side becomes a boundary integral of $u$ times its normal derivative. One factor vanishes on the inner circle and the other on the outer circle. Hence $\int|\nabla u|^2\,dA=0$, so $u$ is constant. Since it vanishes at the edge, $u=0$ everywhere.

For a function of $r$ alone, the diffusion equation is
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0 .
\end{equation}
Multiply by $r/D$ and integrate from $r$ to $L$:
\begin{equation}
L\,n'(L)-r\,n'(r)=-\frac FD\int_r^L s\,ds=-\frac{F}{2D}(L^2-r^2).
\end{equation}
The first term is zero by (A3). Therefore
\begin{equation}
r\,n'(r)=\frac{F}{2D}(L^2-r^2).
\label{eq:slope}
\end{equation}
The slope is positive inside the cell: the density rises away from the island and adatoms drift inwards. Divide by $r$ and integrate from $R$, where $n=0$:
\begin{align}
n(r)&=\frac{F}{2D}\int_R^r\left(\frac{L^2}{s}-s\right)ds\\
&=\frac{F}{2D}\left[L^2\ln\frac rR-\frac{r^2-R^2}{2}\right].
\end{align}
Taking a factor $1/2$ out of the bracket gives \eqref{eq:profile}. $\square$

The logarithm comes from the term $L^2/s$. The current from the outer parts of the cell is squeezed through ever smaller circles, and so needs an ever steeper density.

\subsection{The current and the mean density}

\paragraph{Lemma 2.} The capture rate and the mean density are
\begin{equation}
J=\pi FL^2(1-\theta),\qquad
\bar n=\frac{FL^2}{4D}\,g(\theta).
\label{eq:Jn}
\end{equation}

\paragraph{Proof.} The diffusive flux along the outward radial direction is $-Dn'$. The inward flux at the edge is thus $+Dn'(R)$, and the circumference is $2\pi R$. With \eqref{eq:slope} at $r=R$,
\begin{equation}
J=2\pi D\,R\,n'(R)=2\pi D\,\frac{F}{2D}(L^2-R^2)=\pi F(L^2-R^2).
\end{equation}
Taking out $L^2$ gives the first result. It equals the deposition rate times the free area, as conservation demands.

For the mean, write $N=\pi L^2\bar n$ for the mean number of adatoms in the cell. Insert the profile:
\begin{equation}
N=\frac{\pi F}{2D}\left[R^2I_1-I_2+2L^2I_3\right],
\label{eq:N}
\end{equation}
where the prefactor is $2\pi$ times $F/(4D)$ and
\begin{align}
I_1&=\int_R^L r\,dr=\frac{L^2-R^2}{2},\\
I_2&=\int_R^L r^3\,dr=\frac{L^4-R^4}{4},\\
I_3&=\int_R^L r\ln\frac rR\,dr .
\end{align}
Integrate the last by parts, using $r\,dr=d(r^2/2)$ and $d\ln(r/R)=dr/r$:
\begin{align}
I_3&=\left[\frac{r^2}{2}\ln\frac rR\right]_R^L-\int_R^L\frac r2\,dr\\
&=\frac{L^2}{2}\ln\frac LR-\frac{L^2-R^2}{4}.
\end{align}
Now express all terms through $\theta$, with $R^2=\theta L^2$ and $\ln(L/R)=\tfrac12\ln(1/\theta)$:
\begin{align}
\frac{R^2I_1}{L^4}&=\frac{\theta(1-\theta)}2,\\
\frac{I_2}{L^4}&=\frac{1-\theta^2}{4}=\frac{(1-\theta)(1+\theta)}4,\\
\frac{2L^2I_3}{L^4}&=\frac12\ln\frac1\theta-\frac{1-\theta}{2}.
\end{align}
The bracket in \eqref{eq:N}, divided by $L^4$, is then
\begin{align}
&\frac12\ln\frac1\theta+(1-\theta)\left[\frac\theta2-\frac{1+\theta}{4}-\frac12\right]\\
&\quad=\frac12\ln\frac1\theta+(1-\theta)\frac{\theta-3}{4}
=\frac12\,g(\theta).
\end{align}
Hence $N=\pi FL^4g/(4D)$. Division by the cell area $\pi L^2$ gives the second result. $\square$

\subsection{The sign of the denominator}

\paragraph{Lemma 3.} For $0<\theta<1$,
\begin{equation}
g(\theta)=\int_\theta^1\frac{(1-s)^2}{s}\,ds>0 .
\label{eq:gint}
\end{equation}

\paragraph{Proof.} Since $(3-\theta)(1-\theta)=3-4\theta+\theta^2$, differentiation of $g$ gives
\begin{equation}
g'(\theta)=-\frac1\theta+2-\theta=-\frac{1-2\theta+\theta^2}{\theta}=-\frac{(1-\theta)^2}{\theta}.
\end{equation}
Also $g(1)=0$, because both terms of $g$ vanish there. Integrating $g'$ from $\theta$ to $1$ gives \eqref{eq:gint}, whose integrand is positive. $\square$

\subsection{Proof of the theorem}

By definition $\sigma=J/(D\bar n)$. Insert Lemma 2:
\begin{equation}
\sigma=\frac{\pi FL^2(1-\theta)}{D}\,\frac{4D}{FL^2g(\theta)}
=\frac{4\pi(1-\theta)}{g(\theta)} .
\end{equation}
The factors $F$, $D$ and $L^2$ cancel, and Lemma 3 gives the positive sign. For the growth with $\theta$, differentiate the quotient and use $g'$ from Lemma 3:
\begin{equation}
\frac{1}{4\pi}\frac{d\sigma}{d\theta}
=\frac{-g-(1-\theta)g'}{g^2}
=\frac{1}{g^2}\left[\frac{(1-\theta)^3}{\theta}-g\right].
\end{equation}
In \eqref{eq:gint}, $1/s<1/\theta$ for $s>\theta$, so
\begin{equation}
g<\frac1\theta\int_\theta^1(1-s)^2ds=\frac{(1-\theta)^3}{3\theta}.
\end{equation}
The square bracket is therefore positive, and $\sigma$ increases. $\square$

A direct numerical solution of the radial boundary-value problem was compared with \eqref{eq:main} at $\theta=10^{-4}$, $0.01$, $1/9$, $0.5$ and $0.9$. The largest relative difference in $\sigma$ was $2\times10^{-11}$. This tests the mathematics; the physical assumptions need separate estimates.

\subsection{Remark: the density must match the capture number}

The same current can be referred to other densities. The mean over the free terrace is $n_{\rm f}=\bar n/(1-\theta)$, since the same adatoms are spread over the smaller area. Then $J=\sigma_{\rm f}Dn_{\rm f}$ requires
\begin{equation}
\sigma_{\rm f}=(1-\theta)\sigma=\frac{4\pi(1-\theta)^2}{g(\theta)} .
\label{eq:free}
\end{equation}
If the density at the cell boundary is used instead, \eqref{eq:profile} at $r=L$ gives
\begin{equation}
n(L)=\frac{FL^2}{4D}\left[\ln\frac1\theta-(1-\theta)\right],
\end{equation}
and $J=\sigma_{\rm b}Dn(L)$ gives
\begin{equation}
\sigma_{\rm b}=\frac{4\pi(1-\theta)}{\ln(1/\theta)-(1-\theta)} .
\label{eq:edge}
\end{equation}
Since the density is highest at the boundary, $\sigma_{\rm b}$ is the smallest of the three. All describe one current. An error enters when a capture number from one convention multiplies a density from another.

\subsection{Remark: uniform deposition is part of the result}

Suppose that no atoms land inside the annulus and that the current $J$ is fed in at $r=L$. Then $2\pi rDn'=J$ at every radius, so $n=(J/2\pi D)\ln(r/R)$. With $I_3$ from above,
\begin{equation}
\bar n=\frac{J}{\pi DL^2}I_3=\frac{J}{4\pi D}\left[\ln\frac1\theta-(1-\theta)\right],
\end{equation}
and the capture number would be $4\pi/[\ln(1/\theta)-(1-\theta)]$. It differs from \eqref{eq:main} although the island, the cell and the diffusion coefficient are the same. A capture number belongs to the geometry and to the places where adatoms are supplied. In chemical vapour deposition, \eqref{eq:main} thus requires that the precursor release its atoms evenly over the free terrace.

\section{Limits, corrections and an example}

\subsection{Symbols and results carried over}

An island of radius $R$ sits in a circular cell of radius $L$, and $\theta=R^2/L^2$. Atoms land at rate $F$ per area and diffuse with coefficient $D$. The density $n$ vanishes at the island edge and has zero slope at the cell boundary. Its whole-cell mean is $\bar n$, and $J$ is the rate of capture from the terrace. The results needed are
\begin{align}
J&=\sigma D\bar n=\pi FL^2(1-\theta), &
\bar n&=\frac{FL^2}{4D}g,\label{eq:recap1}\\
\sigma&=\frac{4\pi(1-\theta)}{g}, &
g&=\ln\frac1\theta-\frac{(3-\theta)(1-\theta)}2 .\label{eq:recap2}
\end{align}
The capture numbers $\sigma_{\rm f}$ and $\sigma_{\rm b}$ refer the same $J$ to the free-terrace mean density and to the boundary density $n(L)$.

\subsection{The life of an adatom}

Let $P(s)$ be the probability that an adatom is still free a time $s$ after landing. Atoms land on the terrace at rate $J$, so the mean number now present is
\begin{equation}
\pi L^2\bar n=J\int_0^\infty P(s)\,ds=J\,t_{\rm c},
\end{equation}
where $t_{\rm c}$ is the mean life before capture. The integral of a survival probability is the mean life, because each atom contributes to it for as long as it survives. With $J=\sigma D\bar n$,
\begin{equation}
t_{\rm c}=\frac{\pi L^2}{D\sigma}.
\label{eq:life}
\end{equation}
A large capture number means a short life on the scale $L^2/D$.

For a round island in a circular cell under uniform deposition, the steady capture number has been derived as a function of the covered fraction alone, and it also fixes the mean life of an adatom. What remains is to examine its limits at small and large coverage, the effect of an edge that captures slowly, and how well the assumptions hold in an example on Ir(111).
